\section*{Projective representations of the little co-group and hcp band degeneracies, part 2}

The problem is to find the symmetry labels and forced degeneracies of bands at a wave vector $\mathbf k$ in a crystal with space group $G$. An operation $\{R|\mathbf t\}$ maps $\mathbf r$ to $R\mathbf r+\mathbf t$, with
\begin{equation}
\{R_1|\mathbf t_1\}\{R_2|\mathbf t_2\}=\{R_1R_2|\mathbf t_1+R_1\mathbf t_2\}.
\label{product}
\end{equation}
It acts on spinless wave functions by $(g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$, so a lattice translation $\mathbf T$ multiplies a Bloch function by $e^{-i\mathbf k\cdot\mathbf T}$. For each $R$, $\mathbf t=\boldsymbol\tau_R+\mathbf T$ with one chosen $\boldsymbol\tau_R$, and $\boldsymbol\tau_E=0$. The little group $G_{\mathbf k}$ contains the operations for which $\mathbf g_R=R^{-1}\mathbf k-\mathbf k$ is a reciprocal-lattice vector; their rotational parts form the co-group, of order $n$.

A small representation $\Gamma$ is a unitary irreducible representation of $G_{\mathbf k}$ with $\Gamma(\{E|\mathbf T\})=e^{-i\mathbf k\cdot\mathbf T}\,\mathbb 1$. The matrices $D(R)=e^{+i\mathbf k\cdot\mathbf t}\,\Gamma(\{R|\mathbf t\})$ depend on $R$ alone and obey
\begin{equation}
D(R_1)D(R_2)=\omega(R_1,R_2)\,D(R_1R_2),\qquad \omega(R_1,R_2)=e^{-i\mathbf g_{R_1}\cdot\boldsymbol\tau_{R_2}} .
\label{omega}
\end{equation}
The map between small representations and irreducible $D$ with this $\omega$ is one-to-one.

Moving the crystal by $\mathbf s$, or replacing $\mathbf k$ by $\mathbf k+\mathbf G$ with $\mathbf G$ a reciprocal-lattice vector, rephases $D$ to $cD$, with $c(R)=e^{-i\mathbf g_R\cdot\mathbf s}$ or $e^{i\mathbf G\cdot\boldsymbol\tau_R}$. This multiplies $\omega$ by a coboundary $c(R_1)c(R_2)/c(R_1R_2)$. The class of $\omega$ is trivial if $\omega$ is itself a coboundary. The theorem: it is trivial if $\mathbf k$ is equivalent to a point strictly inside the first Brillouin zone (where all $\mathbf g_R=0$) or if $G$ is symmorphic.

For commuting $R,S$, $D(R)D(S)=\beta(R,S)D(S)D(R)$ with $\beta(R,S)=\omega(R,S)/\omega(S,R)$; $\beta=-1$ makes the dimension even. $R$ is regular if $\beta(R,S)=1$ for all $S$ commuting with it; the character $\chi(R)$ vanishes otherwise. The number of small representations equals the number of regular classes, and their dimensions $d_\alpha$ satisfy
\begin{equation}
\sum_\alpha d_\alpha^2=n .
\label{sum}
\end{equation}
The character norm $n^{-1}\sum_R|\chi(R)|^2$ is $\sum_\alpha m_\alpha^2$, with $m_\alpha$ the multiplicities. The matrices $L(R)|S\rangle=\omega(R,S)|RS\rangle$ contain each irreducible $D^\alpha$ $d_\alpha$ times.

\section{The hexagonal close-packed group}

\noindent\textit{Q.} Show me a crystal in which all these cases occur.

\medskip\noindent\textit{A.} Take the space group $P6_3/mmc$ of the hcp structure; the results below are for spinless electrons, that is, with spin--orbit coupling neglected. With $\mathbf a_1,\mathbf a_2$ at $120^\circ$ and $\mathbf a_3=c\hat{\mathbf z}$, the atoms are at $\pm\mathbf d$ modulo the lattice, $\mathbf d=(\tfrac13,\tfrac23,\tfrac14)$ in fractional coordinates, so the origin is an inversion centre. Let $\mathbf u=(\tfrac13,\tfrac23)$ be the in-plane part. The point group $D_{6h}$ is generated by $C_6$, the horizontal mirror $\sigma_h$ and the vertical mirror $m$ normal to $\mathbf a_2$. Under $C_6$, $\mathbf a_1\to\mathbf a_1+\mathbf a_2$, $\mathbf a_2\to-\mathbf a_1$, so $\mathbf u\to(-\tfrac13,\tfrac13)\equiv-\mathbf u$. Under $m$, $\mathbf a_1\to\mathbf a_1+\mathbf a_2$, $\mathbf a_2\to-\mathbf a_2$, so $\mathbf u\to(\tfrac13,-\tfrac13)\equiv\mathbf u$. Thus every $R$ gives $\mathbf u\to\epsilon\mathbf u$ and $z\to\eta z$ with multiplicative signs $\epsilon,\eta$. If $\epsilon=\eta$ the pair $\pm\mathbf d$ goes into itself and $\boldsymbol\tau_R=0$. If $\epsilon=-\eta$, then $\mathbf d\to(\epsilon\mathbf u,-\epsilon/4)$, and adding $\tfrac12$ to $z$ gives $\epsilon\mathbf d$ modulo the lattice, so $\boldsymbol\tau_R=\tfrac12c\hat{\mathbf z}$. Define $f_R=(1-\eta)/2$ and $h_R=(1-\epsilon\eta)/2$, each $0$ or $1$ and additive modulo 2. Then $\boldsymbol\tau_R=h_R\,c\hat{\mathbf z}/2$, and $h=1$ on half of the group; the program, which finds the operations from the atomic positions, counts 12 of 24. The pairs $(f,h)$ are $(0,0)$ for $C_3$ and $m$, $(1,0)$ for the inversion $I$, $(0,1)$ for $C_6$ and $C_{2z}$, $(1,1)$ for $\sigma_h$, and $(0,1)$ for the mirror $m'$ that exchanges $\mathbf a_1$ and $\mathbf a_2$, which sends $\mathbf u$ to $(\tfrac23,\tfrac13)\equiv-\mathbf u$ and is a glide.

Only the $z$ component of $\mathbf g_R$ enters (\ref{omega}); it is $(\eta-1)k_z=-2f_Rk_z$. At $k_z=0$ it vanishes. At $k_z=\pi/c$, $-\mathbf g_1\cdot\boldsymbol\tau_2=(2\pi f_1/c)(h_2c/2)$, so
\begin{equation}
\omega(R_1,R_2)=(-1)^{f_1h_2},\qquad \beta(R,S)=(-1)^{f_Rh_S+f_Sh_R}.
\label{hcp}
\end{equation}
In fractional reciprocal coordinates the points are $\Delta=(0,0,0.25)$, $M=(\tfrac12,0,0)$, $K=(\tfrac13,\tfrac13,0)$, $A=(0,0,\tfrac12)$, $L=(\tfrac12,0,\tfrac12)$, $H=(\tfrac13,\tfrac13,\tfrac12)$, $S=(0.15,0.15,0.5)$ and $R=(0.2,0,0.5)$. The program finds the following; the last column is the symmorphic group $P6/mmm$ (one atom at the origin of the same lattice), for which no pair has $\omega\neq1$ at any of the points.

\begin{center}
\begin{tabular}{lccll}
point & $n$ & pairs $\omega\neq1$ & $d_\alpha$, hcp & $d_\alpha$, $P6/mmm$\\
$\Delta$ & 12 & 0 & $1^4\,2^2$ & $1^4\,2^2$\\
$M$ & 8 & 0 & $1^8$ & $1^8$\\
$K$ & 12 & 0 & $1^4\,2^2$ & $1^4\,2^2$\\
$A$ & 24 & 144 & $2^2\,4$ & $1^8\,2^4$\\
$L$ & 8 & 16 & $2^2$ & $1^8$\\
$H$ & 12 & 36 & $2^3$ & $1^4\,2^2$\\
$S$ & 4 & 4 & $2$ & $1^4$\\
$R$ & 4 & 4 & $1^4$ & $1^4$
\end{tabular}
\end{center}
An exponent counts representations of that dimension. On the top face half of each co-group has $f=1$ and half has $h=1$, so the pair counts are $(n/2)^2$: $12^2=144$, $4^2=16$, $6^2=36$, $2^2=4$. The points $M$ and $K$ are boundary points of a nonsymmorphic group with $\omega\equiv1$, so the two conditions of the theorem are sufficient and not necessary.

\medskip\noindent\textit{Q.} I want the top-face rows derived, not read off a table.

\medskip\noindent\textit{A.} At $A$ the co-group is all of $D_{6h}$, and $I$ and $C_{2z}$ are central. Equation (\ref{hcp}) gives $\omega(I,C_{2z})=-1$ and $\omega(C_{2z},I)=1$, so $D(I)$ and $D(C_{2z})$ anticommute and every $d$ is even. Also $\beta(I,R)=(-1)^{h_R}$ and $\beta(C_{2z},R)=(-1)^{f_R}$, so the regular elements are those with $f=h=0$, the group $C_{3v}=\{E,2C_3,3m\}$ with three classes. With $d=2x$, (\ref{sum}) reads $x_1^2+x_2^2+x_3^2=6$, solved only by $1,1,2$. The matrices can be written down. Every $R$ is $r\,I^fC_{2z}^h$ with $r\in C_{3v}$; with Pauli matrices $X,Z$ and an ordinary irreducible representation $\rho$ of $C_{3v}$,
\begin{equation}
D(R)=\rho(r)\otimes X^hZ^f,\qquad X^{h_1}Z^{f_1}X^{h_2}Z^{f_2}=(-1)^{f_1h_2}X^{h_1+h_2}Z^{f_1+f_2},
\label{Arep}
\end{equation}
which is (\ref{hcp}). The characters on $(E,C_3,m,I)$ are $2\chi_\rho$ on $C_{3v}$ and zero elsewhere: $(2,2,2,0)$, $(2,2,-2,0)$, $(4,-2,0,0)$, as the program prints. The norms are $(4+2\cdot4+3\cdot4)/24=1$ and $(16+2\cdot4)/24=1$.

At $L$ the co-group is the abelian group generated by $I$, $C_{2z}$ and $m$; the regular elements are $E$ and $m$, and $2^2+2^2=8$. At $K$ and $H$, $C_3$ ($\mathbf a_1\to\mathbf a_2$, $\mathbf a_2\to-\mathbf a_1-\mathbf a_2$) belongs to the co-group, since $\mathbf k\cdot R\mathbf a_i/2\pi=(\tfrac13,-\tfrac23)$ differs from $(\tfrac13,\tfrac13)$ by integers; so do $m'$ and $\sigma_h$, while $C_{2z}$ does not, which gives $D_{3h}$. At $H$, $\beta(\sigma_h,R)=(-1)^{f_R+h_R}$ with $\sigma_h$ central. This excludes $m'$ with $(0,1)$, the axes $\sigma_hm'$ with $(1,0)$, and $\sigma_h$ itself through its partner $m'$. The classes $E$, $2C_3$, $2S_3$ remain; $S_3=\sigma_hC_3$ commutes only with elements having $f=h$, for which $\beta=1$. Three even dimensions with $\sum d^2=12$ are $2,2,2$. At $S$ the group is $\{E,\sigma_h,m',\sigma_hm'\}$, only $E$ is regular, and $d=2$. At $R$ it is $\{E,\sigma_h,m,\sigma_hm\}$, all elements have $f=h$, and $\omega=(-1)^{f_1f_2}$ is the coboundary of $c=i^{\,f}$: for $f_1=f_2=1$ it gives $i\cdot i/1=-1$, and otherwise $1$. The four representations are $i^{\,f}$ times the ordinary ones, with $D(\sigma_h)=\pm i$.

\section{Bands of a model crystal}

\noindent\textit{Q.} All of this follows from your formula for $\omega$. A wrong sign or a wrong order of arguments would propagate unnoticed. What checks it from outside?

\medskip\noindent\textit{A.} Wave functions do. The model has $a=3$~\AA, $c=5$~\AA\ (cell volume $38.971$~\AA$^3$) and on each site a Gaussian well $-V_0\,e^{-r^2/2w^2}$ of depth $V_0=10$~eV and width $w=0.7$~\AA; these are round parameters, and the energies are not those of any metal. The one-electron Hamiltonian is diagonalized in plane waves up to $6.37$~\AA$^{-1}$ (154 waves at $A$); a larger cutoff moves the six lowest hcp levels by at most $1.1\times10^{-4}$~eV over the eight points. The numerical check evaluates each degenerate set of eigenfunctions at points $\mathbf r$ and $g^{-1}\mathbf r$, fits $\Gamma(g)$, forms $D$, and asserts that $D$ is unchanged by added lattice translations and obeys (\ref{omega}). Over both crystals, two origins and all eight points, the largest deviation in a matrix element (of modulus at most one) is $3.8\times10^{-12}$.

At the inversion centre $\omega=\pm1$ cannot reveal the sign of the exponent, so the crystals are also displaced by $\mathbf s=(0.11,0.23,0.07)$. At $A$, a pair with $f_1=f_2=1$ then has $\tau_{2,z}/c=h_2/2+2\times0.07$ and $\omega=\pm e^{2\pi i\times0.14}$. The complex conjugate differs by $2\sin(0.28\pi)=1.54$, which is the failure the program finds for the reversed sign; this value does not depend on the basis chosen in the doublet, because it is reached by pairs whose product is $E$. For $\omega=1$ and for exchanged arguments the program finds $2$, the difference between $+1$ and $-1$; as a maximum over matrix elements this figure is an upper bound and can be smaller in another basis of the doublet. All three wrong forms are asserted to fail. With the displaced origin, $P6/mmm$ has $12\times12=144$ pairs with $\omega\neq1$ at $A$ (both factors must reverse $z$), and hcp has $80$ at $K$: eight elements move the vector $K$, and ten, all but $E$ and $\sigma_h$, acquire an in-plane translation. The dimensions are unchanged in both cases, and the coboundary relations for $\mathbf s$ and for $\mathbf k+\mathbf G$ are asserted. The one-to-one map is tested separately: Bloch sums on the orbit of a general point give an $n$-dimensional representation of $G_{\mathbf k}$ built from geometry with no use of $\omega$, and its irreducible characters times $e^{i\mathbf k\cdot\mathbf t}$ must match those of $L$ one for one.

\medskip\noindent\textit{Q.} Was the interior theorem tried where it could fail?

\medskip\noindent\textit{A.} On a grid of rational points, $1463$ lie strictly inside the zone, $623$ of them have a co-group larger than $\{E\}$, and none has $\mathbf g_R\neq0$. Of the $578$ boundary points, all $578$ have some $\mathbf g_R\neq0$. That is a property of this lattice and point group and not of zone boundaries in general. A point on the face bisecting $\mathbf G$ has $\mathbf k\cdot\mathbf G=G^2/2$, and a mirror normal to $\mathbf G$ sends it to $\mathbf k-2(\mathbf k\cdot\mathbf G)\mathbf G/G^2=\mathbf k-\mathbf G$. The faces of the hexagonal prism are normal to $\hat{\mathbf z}$ and to the six shortest in-plane $\mathbf G$, and $D_{6h}$ has a mirror normal to each.

\medskip\noindent\textit{Q.} On $\Delta$ you have $\omega\equiv1$, at its end point $A$ a nontrivial class. How does the screw axis show inside, and how can the two descriptions join?

\medskip\noindent\textit{A.} Inside, it shows in the prefactor. At $\Delta$, $k_z=\pi/2c$ and the screw $\{C_6|\tfrac12c\hat{\mathbf z}\}$ has $-\mathbf k\cdot\boldsymbol\tau=-0.250\,\pi$. The two lowest hcp levels, $-2.536$ and $0.420$~eV, have measured phases $\arg\Gamma=-0.250\,\pi$ and $0.750\,\pi$; adding $0.250\,\pi$ gives $D(C_6)=+1$ and $-1$. In both cases $\Gamma^6=e^{-3ik_zc}=e^{-1.5\pi i}$ (for the second, $6\times0.750\,\pi=4.5\pi=-1.5\pi+6\pi$), because the sixth power of the screw is a translation by $3c$; so $\Gamma$ is not a representation of the point group even where $D$ is. The signs follow from the nearly-free picture. With $k_z=\kappa\,2\pi/c$ the levels grow out of the waves $q=k_z$ and $q=k_z-2\pi/c$, and the screw multiplies $e^{iqz}$ by $e^{-iqc/2}$, which for the second wave is $e^{-ik_zc/2}e^{i\pi}$. The free-electron splitting is $4(\hbar^2/2m)(\pi/c)^2(1-2\kappa)$, with $4\times3.8100\times0.6283^2=6.016$~eV. This gives $3.008$~eV at $\kappa=0.25$ and $0.602$~eV at $\kappa=0.45$, against computed values $0.420+2.536=2.956$~eV and $1.703-1.109=0.594$~eV; the free values are higher by less than $2\%$ of the computed ones.

At $\kappa=\tfrac12$ the elements with $f=1$ join the group. The lowest level, $-1.421$~eV, is a doublet with characters $(2,2,2,0)$. In (\ref{Arep}) with $\rho=1$, $C_6=C_3^{-1}C_{2z}$ is represented by $X$, with eigenvalues $+1$ and $-1$, and $D(I)=Z$ exchanges the two eigenvectors. The doublet therefore contains just the two $\Delta$ bands, and they must meet; the computed gap is $0.000$~eV. In plane-wave terms the coupling of the two waves carries the structure factor $2\cos(2\pi\cdot\tfrac14)=0$, but that shows the degeneracy only to first order in the potential, while the even dimension shows it for any potential with this space group. In $P6/mmm$ nothing forces it, and the model has $-1.069$ and $1.009$~eV, a gap of $2.078$~eV. The next hcp levels at $A$, near $10.6$, $19.9$ and $20.4$~eV, have characters $(2,2,2,0)$, $(2,2,2,0)$ and $(4,-2,0,0)$. The representation $(2,2,-2,0)$ does not occur among these ten states, so it is confirmed by the orbit construction and not by the bands.

\section{Limits of the result}

\noindent\textit{Q.} Your table has only one-dimensional representations at $R$, yet the output shows every hcp level there doubly degenerate. Is that not a contradiction?

\medskip\noindent\textit{A.} The doublets at $R$ have character norm $2$, while all levels examined at the other points have norm $1$. Norm $2$ means two different irreducible representations, and for the lowest doublet, at $-0.539$~eV, $D(\sigma_h)$ has eigenvalues $+i$ and $-i$. The pairing comes from an antiunitary symmetry, which lies outside $G_{\mathbf k}$. For a real potential with an inversion centre, $\Theta\psi(\mathbf r)=\psi^*(-\mathbf r)$ preserves the energy and the wave vector, since $e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)\to e^{i\mathbf k\cdot\mathbf r}u^*(-\mathbf r)$. Let $g=\{\sigma_h|\tfrac12c\hat{\mathbf z}\}$. It is the reflection in the plane $z=c/4$, so $g^2=E$ and $g\psi=\mu\psi$ with $\mu=\pm1$; this matches $\mu=e^{-i\pi/2}D(\sigma_h)$ with $D=\pm i$. By (\ref{product}), $IgI=\{\sigma_h|-\tfrac12c\hat{\mathbf z}\}=\{E|-c\hat{\mathbf z}\}\,g$, and $\{E|-c\hat{\mathbf z}\}$ multiplies by $e^{+ik_zc}=-1$ at $k_z=\pi/c$. Spatial operations commute with complex conjugation, so
\begin{equation}
g\,\Theta\psi=gI\psi^*=I\,(IgI\psi)^*=\Theta(-\mu\psi)=-\mu\,\Theta\psi .
\end{equation}
The partner has the opposite mirror parity and is orthogonal to $\psi$. This holds on the whole top face for spinless electrons. A trivial class removes the degeneracies forced by $\omega$; it says nothing about those due to time reversal or to accident.

\medskip\noindent\textit{Q.} And with spin?

\medskip\noindent\textit{A.} With spin--orbit coupling each $R$ also acts through a matrix $U(R)$ of $SU(2)$ defined up to a sign. Once signs are chosen, $U(R_1)U(R_2)=\omega_s(R_1,R_2)\,U(R_1R_2)$ with $\omega_s=\pm1$. The operators then obey (\ref{product}) up to $\omega_s$, the steps leading to (\ref{omega}) go through with this extra factor, and the factor system becomes $\omega\,\omega_s$. The theorem makes $\omega$ trivial but not $\omega_s$: rotations by $\pi$ about $x$ and $y$ commute as rotations, yet their spin matrices $-i\sigma_x$ and $-i\sigma_y$ anticommute, so $\beta=-1$ already at $\mathbf k=0$ in a symmorphic crystal whose point group contains both. On the boundary of a nonsymmorphic crystal the two commutator phases multiply, and the dimensions in the table must be worked out again with the product.

\section*{Calculated quantities}
\begin{verbatim}
a = 3.0 A, c = 5.0 A, well depth = 10.0 eV, width = 0.7 A
cell volume = 38.971 A^3, hbar^2/2m = 3.8100 eV A^2, pi/c = 0.6283 1/A
cutoff = 6.37 1/A, plane waves at A = 154, basis error = 1.1e-04 eV
origin shift s (fractional) = [0.11 0.23 0.07]
hcp operations with tau = c/2: 12 of 24
k Delta (fractional) = [0.   0.   0.25]
k M (fractional) = [0.5 0.  0. ]
k K (fractional) = [0.3333 0.3333 0.    ]
k A (fractional) = [0.  0.  0.5]
k L (fractional) = [0.5 0.  0.5]
k H (fractional) = [0.3333 0.3333 0.5   ]
k S (fractional) = [0.15 0.15 0.5 ]
k R (fractional) = [0.2 0.  0.5]
scan: interior 1463, with co-group > E 623, with g != 0 0
scan: boundary 578, with g != 0 578
crystal point: order, pairs w!=1, regular classes, irrep dims, band degeneracies, norm
hcp Delta: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 1, 1, 1, 1, 2, 1, 2], {1}
hcp M: 8, 0, 8, [1, 1, 1, 1, 1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
hcp K: 12, 0, 6, [1, 1, 1, 1, 2, 2], [2, 1, 2, 1, 2, 1, 1], {1}
hcp A: 24, 144, 3, [2, 2, 4], [2, 2, 2, 4], {1}
hcp L: 8, 16, 2, [2, 2], [2, 2, 2, 2, 2], {1}
hcp H: 12, 36, 3, [2, 2, 2], [2, 2, 2, 2, 2], {1}
hcp S: 4, 4, 1, [2], [2, 2, 2, 2, 2], {1}
hcp R: 4, 4, 4, [1, 1, 1, 1], [2, 2, 2, 2, 2], {2}
sh Delta: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 1, 1, 1, 1, 2, 2, 1], {1}
sh M: 8, 0, 8, [1, 1, 1, 1, 1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh K: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 2, 1, 1, 2, 2, 1], {1}
sh A: 24, 0, 12, [1, 1, 1, 1, 1, 1, 1, 1, 2, 2, 2, 2], [1, 1, 1, 1, 1, 2, 2, 1], {1}
sh L: 8, 0, 8, [1, 1, 1, 1, 1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh H: 12, 0, 6, [1, 1, 1, 1, 2, 2], [1, 2, 1, 2, 1, 1, 2], {1}
sh S: 4, 0, 4, [1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh R: 4, 0, 4, [1, 1, 1, 1], [1, 1, 1, 1, 1, 1, 1, 1, 1, 1], {1}
sh+s A: pairs w!=1 144, dims [1, 1, 1, 1, 1, 1, 1, 1, 2, 2, 2, 2]
hcp+s K: pairs w!=1 80, dims [1, 1, 1, 1, 2, 2]
max |D D - w D| on bands = 3.8e-12; wrong w (1, conj, swapped): [2.   1.54 2.  ]
screw tau (fractional) = [0.  0.  0.5] , -k.tau/pi = -0.250
Delta band: E = -2.536 eV, arg Gamma(screw)/pi = -0.250, D(C6) = 1.000
Delta band: E = 0.420 eV, arg Gamma(screw)/pi = 0.750, D(C6) = -1.000
kz = 0.25 b3: hcp E = -2.536, 0.420 eV; sh E = -1.506, 2.184 eV
kz = 0.45 b3: hcp E = -1.703, -1.109 eV; sh E = -1.098, 1.067 eV
kz = 0.5 b3: hcp E = -1.421, -1.421 eV; sh E = -1.069, 1.009 eV
gap at A: hcp 0.000 eV, sh 2.078 eV
A: w(I,C2z) = -1, w(C2z,I) = 1
A characters (E, C3, mirror normal to a2, I): [2. 2. 2. 0.]
A characters (E, C3, mirror normal to a2, I): [ 2.  2. -2.  0.]
A characters (E, C3, mirror normal to a2, I): [ 4. -2.  0.  0.]
A level -1.421 eV, characters [2. 2. 2. 0.]
A level 10.639 eV, characters [2. 2. 2. 0.]
A level 19.886 eV, characters [2. 2. 2. 0.]
A level 20.430 eV, characters [ 4. -2.  0.  0.]
R: w(sh,sh) = -1, E = -0.539 eV, D(sigma_h) eigenvalues/i = [-1.  1.]
\end{verbatim}
